# A Pearson implant profile with zero skewness and kurtosis 2.5: a program that tests the result

```python
"""Pearson implant profile with skewness 0 and kurtosis 2.5.

Result under test, with s = depth - mean range and sigma = straggle:
  f(s) = 128/(35 pi sqrt(10) sigma) * (1 - s^2/(10 sigma^2))^(7/2)
for |s| < sqrt(10) sigma, and f = 0 outside.
It solves f' = (s - a) f / (b0 + b1 s + b2 s^2), where a, b0, b1, b2
are fixed by the moments. Kurtosis is mu4/sigma^4 (Gaussian: 3).
Shape calculations use sigma = 1; the example uses nm and cm^-3.
"""
import numpy as np
import sympy as sp
from scipy.constants import k as boltzmann, e as charge
from scipy.fft import dct, idct
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq
from scipy.special import erfc

EDGE = np.sqrt(10.0)
PEAK = 128 / (35 * np.pi * EDGE)
nodes, weights = np.polynomial.legendre.leggauss(300)


def closed_form(s):
    return PEAK * np.maximum(0.0, 1 - np.asarray(s)**2 / 10)**3.5


def pearson_coefficients(skewness, kurtosis):
    """Solve the four moment relations for a, b0, b1, b2."""
    mu = [1.0, 0.0, 1.0, skewness, kurtosis]
    matrix = [[mu[n], -n * mu[n - 1], -(n + 1) * mu[n],
               -(n + 2) * mu[n + 1]] for n in range(4)]
    return np.linalg.solve(matrix, mu[1:])


def numerical_pearson(skewness, kurtosis):
    """Integrate the equation for ln f from the mode to both edges."""
    a, b0, b1, b2 = pearson_coefficients(skewness, kurtosis)
    low, high = np.sort(np.roots([b2, b1, b0]).real)
    gap = 1e-6 * (high - low)

    def slope(s, log_f):
        return [(s - a) / (b0 + b1 * s + b2 * s * s)]

    options = dict(method="DOP853", rtol=1e-10, atol=1e-11,
                   dense_output=True, max_step=0.1)
    right = solve_ivp(slope, (a, high - gap), [0.0], **options)
    left = solve_ivp(slope, (a, low + gap), [0.0], **options)
    assert right.success and left.success

    def shape(s):
        s = np.atleast_1d(np.asarray(s, dtype=float))
        up = right.sol(np.clip(s, a, high - gap))[0]
        down = left.sol(np.clip(s, low + gap, a))[0]
        return np.exp(np.where(s >= a, up, down))

    s = (low + high) / 2 + (high - low) / 2 * nodes
    w = (high - low) / 2 * weights
    area = np.sum(w * shape(s))
    mean = np.sum(w * s * shape(s)) / area
    central = [np.sum(w * (s - mean)**n * shape(s)) / area
               for n in (2, 3, 4)]
    return (lambda z: shape(z) / area), low, high, a, mean, central


# Moment system, numerical solution and closed form
a, b0, b1, b2 = pearson_coefficients(0.0, 2.5)
assert np.allclose([a, b0, b1, b2], [0, -10 / 7, 0, 1 / 7], atol=1e-12)
ode_f, low, high, mode, mean, central = numerical_pearson(0.0, 2.5)
assert np.allclose([low, high], [-EDGE, EDGE], atol=1e-10)
assert np.allclose([mean] + central, [0, 1, 0, 2.5], atol=1e-6)
sample = np.linspace(-3.1, 3.1, 63)
assert np.allclose(ode_f(sample), closed_form(sample), rtol=1e-6)
moments = [quad(lambda s: s**n * closed_form(s), -EDGE, EDGE)[0]
           for n in range(5)]
assert np.allclose(moments, [1, 0, 1, 0, 2.5], atol=1e-8)

# The outer branch grows, so it cannot belong to a normalised profile
outer = solve_ivp(lambda s, f: [s * f[0] / (b0 + b2 * s * s)],
                  (3.3, 6.0), [1.0], method="DOP853", rtol=1e-10,
                  atol=1e-10)
growth = outer.y[0, -1]
assert np.all(np.diff(outer.y[0]) > 0)
assert np.isclose(growth, ((36 - 10) / (3.3**2 - 10))**3.5, rtol=1e-6)

# Smoothness where the inner solution meets zero
u = sp.symbols("u", real=True)
inner = (1 - u**2)**sp.Rational(7, 2)
assert all(sp.limit(sp.diff(inner, u, n), u, 1, dir="-") == 0
           for n in (1, 2, 3))
assert sp.limit(sp.diff(inner, u, 4), u, 1, dir="-") == sp.oo

# Edge position in the symmetric family
family = []
for kurtosis in (2.0, 2.5, 2.9, 2.99):
    c = pearson_coefficients(0.0, kurtosis)
    root = np.max(np.roots([c[3], c[2], c[1]]).real)
    assert np.isclose(root, np.sqrt(2 * kurtosis / (3 - kurtosis)))
    family.append((kurtosis, root))
c = pearson_coefficients(0.0, 3.5)
assert np.all(np.abs(np.roots([c[3], c[2], c[1]]).imag) > 0.1)

# Local decay length from finite differences of ln f at s = 1, 2, 3
decay = []
for s in (1.0, 2.0, 3.0):
    h = 1e-4
    log_slope = np.log(closed_form(s + h) / closed_form(s - h)) / (2 * h)
    assert np.isclose(-1 / log_slope, (10 - s * s) / (7 * s), rtol=1e-5)
    decay.append(-1 / log_slope)

# Example: rough values for phosphorus in silicon near 200 keV
Rp, sigma = 260.0, 80.0              # nm
dose, background = 1e14, 1e15        # cm^-2, cm^-3
scale = dose / (sigma * 1e-7)        # cm^-3


def gaussian(s):
    return np.exp(-s * s / 2) / np.sqrt(2 * np.pi)


def pearson_junction(level):
    return Rp + sigma * EDGE * np.sqrt(1 - (level / (scale * PEAK))**(2 / 7))


def gaussian_junction(level):
    return Rp + sigma * np.sqrt(2 * np.log(scale * gaussian(0) / level))


for level in (background, 1e13):
    root = brentq(lambda s: np.log(scale * ode_f(s)[0] / level), 1, 3.1622)
    assert abs(Rp + sigma * root - pearson_junction(level)) < 1e-3
    root = brentq(lambda s: np.log(scale * gaussian(s) / level), 1, 10)
    assert abs(Rp + sigma * root - gaussian_junction(level)) < 1e-6
beyond_pearson = quad(closed_form, 3, EDGE)[0]
beyond_gauss = erfc(3 / np.sqrt(2)) / 2
assert beyond_pearson < beyond_gauss

# Neglected effect 1: channelled exponential tail starting at Rp
tail_fraction, tail_length = 0.05, 80.0      # assumed; length in nm
ratio = tail_length / sigma


def with_tail(s):
    tail = np.exp(-s / ratio) / ratio if s >= 0 else 0.0
    return (1 - tail_fraction) * closed_form(s) + tail_fraction * tail


raw = [sum(quad(lambda s: s**n * with_tail(s), p, q, limit=200)[0]
           for p, q in ((-EDGE, 0), (0, EDGE), (EDGE, 20), (20, 60)))
       for n in range(5)]
m = raw[1]
variance = raw[2] - m**2
tail_kurtosis = (raw[4] - 4 * m * raw[3] + 6 * m**2 * raw[2]
                 - 3 * m**4) / variance**2
assert abs(raw[0] - 1) < 1e-7 and tail_kurtosis > 3
tail_junction = Rp + sigma * brentq(
    lambda s: np.log(scale * with_tail(s) / background), 1, 20)
tail_formula = Rp + tail_length * np.log(
    tail_fraction * dose / (tail_length * 1e-7 * background))
assert abs(tail_junction - tail_formula) < 1e-6

# Neglected effect 2: diffusion with a sealed surface
temperature, anneal_time = 1200.0, 1800.0    # K, s
prefactor, activation = 3.85, 3.66           # cm^2/s, eV; rough values
diffusivity = prefactor * np.exp(
    -activation * charge / (boltzmann * temperature))
source_x = Rp + sigma * EDGE * nodes
source_w = EDGE * weights * closed_form(EDGE * nodes) * dose


def diffused(x, width):
    """Concentration in cm^-3 at depth x in nm; width = sqrt(2 D t)."""
    x = np.atleast_1d(x)[:, None]
    kernel = (np.exp(-(x - source_x)**2 / (2 * width**2))
              + np.exp(-(x + source_x)**2 / (2 * width**2)))
    return kernel @ source_w / (np.sqrt(2 * np.pi) * width * 1e-7)


diffusion_results = []
grid = np.arange(1500) + 0.5
wave = np.pi * np.arange(1500) / 1500
for enhancement in (1, 3):
    width = 1e7 * np.sqrt(2 * enhancement * diffusivity * anneal_time)
    start = scale * closed_form((grid - Rp) / sigma)
    spectral = idct(dct(start, type=2) * np.exp(-width**2 * wave**2 / 2),
                    type=2)
    direct = diffused(grid, width)
    visible = direct > 1e14
    assert np.allclose(spectral[visible], direct[visible], rtol=1e-4)
    junction = brentq(lambda x: diffused(x, width)[0] - background,
                      Rp, Rp + 10 * sigma)
    assert junction > pearson_junction(background)
    diffusion_results.append((enhancement, width, junction,
                              diffused(0.0, width)[0]))

# Neglected effect 3: another shape with the same mean and straggle
skew, kurt = -0.3, 3.0
skew_f, s_low, s_high, s_mode, s_mean, s_central = numerical_pearson(skew, kurt)
assert np.allclose([s_mean] + s_central, [0, 1, skew, kurt], atol=1e-5)
skew_junction = Rp + sigma * brentq(
    lambda s: np.log(scale * skew_f(s)[0] / background),
    s_mode, s_high - 1e-4)

print(f"coefficients for sigma=1: b0 = {b0:.6f}, b2 = {b2:.6f}")
print(f"edge / straggle = {high:.6f}")
print(f"peak density times straggle = {PEAK:.6f}")
print(f"variance = {moments[2]:.6f}, kurtosis = {moments[4]:.6f}")
print(f"outer branch growth, s = 3.3 to 6 straggles: {growth:.3e}")
for kurtosis, root in family:
    print(f"kurtosis {kurtosis:.2f}: edge = {root:.3f} straggles")
print(f"mean range = {Rp:.0f} nm, straggle = {sigma:.0f} nm")
print(f"dose = {dose:.1e} cm^-2, background = {background:.1e} cm^-3")
print(f"shallow edge = {Rp - sigma * EDGE:.2f} nm")
print(f"deep edge = {Rp + sigma * EDGE:.2f} nm")
print(f"Pearson peak = {scale * PEAK:.4e} cm^-3")
print(f"Gaussian peak = {scale * gaussian(0):.4e} cm^-3")
print(f"Gaussian at deep edge = {scale * gaussian(EDGE):.3e} cm^-3")
for s, length in zip((1, 2, 3), decay):
    print(f"decay length at {s} straggles = {sigma * length:.2f} nm")
for level in (background, 1e13):
    print(f"background {level:.0e} cm^-3: junction Pearson "
          f"{pearson_junction(level):.1f} nm, Gaussian "
          f"{gaussian_junction(level):.1f} nm")
print(f"shallow Pearson junction = "
      f"{2 * Rp - pearson_junction(background):.1f} nm")
print(f"dose fraction deeper than 3 straggles: Pearson "
      f"{beyond_pearson:.3e}, Gaussian {beyond_gauss:.3e}")
print(f"assumed tail: fraction {tail_fraction:.2f}, "
      f"decay length {tail_length:.0f} nm")
print(f"with tail: junction = {tail_junction:.1f} nm, "
      f"kurtosis = {tail_kurtosis:.3f}")
print(f"anneal: {temperature:.0f} K, {anneal_time:.0f} s")
print(f"rough diffusivity: prefactor {prefactor:.2f} cm^2/s, "
      f"activation {activation:.2f} eV")
print(f"diffusivity at anneal = {diffusivity:.3e} cm^2/s")
for enhancement, width, junction, surface in diffusion_results:
    print(f"diffusivity x{enhancement}: spread {width:.1f} nm, "
          f"junction {junction:.1f} nm, surface {surface:.2e} cm^-3")
print(f"shape skewness {skew:.1f}, kurtosis {kurt:.1f}: deep edge "
      f"{Rp + sigma * s_high:.1f} nm, junction {skew_junction:.1f} nm")
print("OK")
```

Output:

```
coefficients for sigma=1: b0 = -1.428571, b2 = 0.142857
edge / straggle = 3.162278
peak density times straggle = 0.368122
variance = 1.000000, kurtosis = 2.500000
outer branch growth, s = 3.3 to 6 straggles: 1.348e+05
kurtosis 2.00: edge = 2.000 straggles
kurtosis 2.50: edge = 3.162 straggles
kurtosis 2.90: edge = 7.616 straggles
kurtosis 2.99: edge = 24.454 straggles
mean range = 260 nm, straggle = 80 nm
dose = 1.0e+14 cm^-2, background = 1.0e+15 cm^-3
shallow edge = 7.02 nm
deep edge = 512.98 nm
Pearson peak = 4.6015e+18 cm^-3
Gaussian peak = 4.9868e+18 cm^-3
Gaussian at deep edge = 3.360e+16 cm^-3
decay length at 1 straggles = 102.86 nm
decay length at 2 straggles = 34.29 nm
decay length at 3 straggles = 3.81 nm
background 1e+15 cm^-3: junction Pearson 501.4 nm, Gaussian 590.1 nm
background 1e+13 cm^-3: junction Pearson 509.9 nm, Gaussian 669.8 nm
shallow Pearson junction = 18.6 nm
dose fraction deeper than 3 straggles: Pearson 4.269e-06, Gaussian 1.350e-03
assumed tail: fraction 0.05, decay length 80 nm
with tail: junction = 775.0 nm, kurtosis = 3.218
anneal: 1200 K, 1800 s
rough diffusivity: prefactor 3.85 cm^2/s, activation 3.66 eV
diffusivity at anneal = 1.637e-15 cm^2/s
diffusivity x1: spread 24.3 nm, junction 538.8 nm, surface 1.21e+16 cm^-3
diffusivity x3: spread 42.1 nm, junction 584.0 nm, surface 8.22e+16 cm^-3
shape skewness -0.3, kurtosis 3.0: deep edge 584.2 nm, junction 513.5 nm
OK
```
